# How misfit strain raises the barrier for a bonded spherical nucleus

## Question

A spherical crystal nucleus forms inside a large isotropic solid. A nucleus cut free from its surroundings would differ in linear size by a fraction $e$ from the hole it came from; $e$ is the stress-free misfit, negative if the crystal is denser. The nucleus is coherent in the sense that it stays bonded: displacement and radial traction are continuous at its surface. When the parent is a glass, no matching of lattices is implied.

The parent has shear modulus $\mu$ and Poisson ratio $\nu$. The driving force $g>0$ is the free energy released per unit volume in the absence of stress, and $\gamma$ is the interface energy per area, taken as constant. Volumes and radii refer to the parent region that transforms. Use linear elasticity.

(a) Find the displacement field and the strain of the embedded nucleus.

(b) Find the elastic energy $g_s$ per volume of nucleus, and say how it is shared between nucleus and matrix.

(c) Find the nucleation barrier with and without strain, and their ratio. When does a barrier exist?

(d) For $|e|=0.02$, $\mu=10$ GPa, $\nu=0.25$ and $g=3\times10^8\ \mathrm{J/m^3}$, by what percentage does strain raise the barrier? What changes if 2 percent is instead the strain of the nucleus in place?

(e) Take $\gamma=0.075\ \mathrm{J/m^2}$ and $T=400$ K, rough values for a phase-change memory material. Find the critical radii, the barriers and the effect on the thermal factor of the nucleation rate.

(f) Examine the assumptions about the elasticity of the two phases, and set the model beside a real memory cell.

(g) Examine the assumptions about the interface. How does the answer change if $\gamma$ falls with decreasing radius as $\gamma/(1+2\delta/r)$, with $\delta=0.1$ nm?

## Model answers

### (a) Displacement and strain

By symmetry the displacement is radial, $u(r)$, measured from the original parent. The strains are
$$\varepsilon_{rr}=u',\qquad \varepsilon_{\theta\theta}=\varepsilon_{\phi\phi}=u/r .$$
Stress comes from the elastic part of the strain, which is the total strain in the matrix and the total strain minus $e$ in the nucleus. With Lamé constant $\lambda$ and bulk modulus $K=\lambda+2\mu/3$,
$$\sigma_{rr}=(\lambda+2\mu)u'+2\lambda\frac ur-3Ke,\qquad
\sigma_{\theta\theta}=\lambda u'+2(\lambda+\mu)\frac ur-3Ke$$
inside; outside, the terms in $e$ are absent. Force balance requires
$$\frac{d\sigma_{rr}}{dr}+\frac2r(\sigma_{rr}-\sigma_{\theta\theta})=0 .$$
The constant $3Ke$ drops out of both terms. Since $\sigma_{rr}-\sigma_{\theta\theta}=2\mu(u'-u/r)$ and $(u/r)'=(u'-u/r)/r$, what remains is
$$(\lambda+2\mu)u''+(2\lambda+4\mu)\frac1r\left(u'-\frac ur\right)
=(\lambda+2\mu)\left(u''+\frac{2u'}r-\frac{2u}{r^2}\right)=0 .$$
Trying $u=r^n$ gives $n(n-1)+2n-2=(n-1)(n+2)=0$, so $u$ is a combination of $r$ and $r^{-2}$. The second is singular at the centre and the first grows without limit far away. With continuity at the nucleus radius $a$,
$$u=c\,r\quad(r<a),\qquad u=c\,\frac{a^3}{r^2}\quad(r>a).$$

The constant $c$ is the uniform strain of the embedded nucleus. It follows from the traction at $r=a$. Let the nucleus have bulk modulus $K_n$, which may differ from that of the matrix. Its elastic strain is $c-e$ in every direction, so $\sigma_{rr}=3K_n(c-e)$. In the matrix $\varepsilon_{rr}=-2ca^3/r^3$ and $\varepsilon_{\theta\theta}=ca^3/r^3$. The trace vanishes, and $\sigma_{rr}=2\mu\varepsilon_{rr}=-4\mu c$ at the surface. Hence
$$3K_n(c-e)=-4\mu c\quad\Rightarrow\quad c=\frac{3K_n}{3K_n+4\mu}\,e .$$

For equal elastic constants, $K_n=K=2\mu(1+\nu)/[3(1-2\nu)]$, and
$$3K+4\mu=\frac{2\mu[(1+\nu)+2(1-2\nu)]}{1-2\nu}=\frac{6\mu(1-\nu)}{1-2\nu},\qquad
c=\frac{1+\nu}{3(1-\nu)}\,e .$$
The nucleus takes up part of its free size change; the matrix prevents the rest.

### (b) Elastic energy

The energy density is half of stress times elastic strain, summed over components. In the nucleus the three normal components are equal:
$$w_n=\tfrac12\cdot3\cdot3K_n(c-e)\,(c-e)=\tfrac92K_n(c-e)^2 .$$
In the matrix the strain has no trace, so the density is $\mu$ times the sum of squared strains:
$$\mu(4+1+1)c^2\frac{a^6}{r^6}=6\mu c^2\frac{a^6}{r^6}.$$
Its integral over the matrix is
$$6\mu c^2a^6\int_a^\infty\frac{4\pi r^2}{r^6}\,dr=6\mu c^2\,\frac{4\pi a^3}{3},$$
which is $6\mu c^2$ per volume of nucleus. From (a), $c-e=-4\mu e/(3K_n+4\mu)$. The sum is therefore
$$g_s=\frac{72K_n\mu^2+54K_n^2\mu}{(3K_n+4\mu)^2}\,e^2
=\frac{18K_n\mu(4\mu+3K_n)}{(3K_n+4\mu)^2}\,e^2=\frac{18K_n\mu}{3K_n+4\mu}\,e^2 .$$
This equals $6\mu\,e\,c$. For equal constants, inserting $c$ gives
$$g_s=2\mu e^2\,\frac{1+\nu}{1-\nu}.$$

The energy is even in $e$, so expansion and contraction cost the same in linear elasticity. It does not contain $a$: the total elastic energy grows with the volume of the nucleus, although much of it lies outside.

Two limits help to read the general formula. If the matrix cannot support shear, $\mu\to0$ and $g_s\to0$, because the surroundings flow to accommodate the nucleus. If the nucleus is rigid, $K_n\to\infty$, then $c\to e$ and $g_s\to6\mu e^2$, all of it in the matrix.

For the numbers of part (d), with $e=-0.02$, $K=16.67$ GPa and $c=-0.01111$. The nucleus holds $\tfrac92K(c-e)^2=5.93\ \mathrm{MJ/m^3}$ and the matrix $6\mu c^2=7.41\ \mathrm{MJ/m^3}$, together $13.33\ \mathrm{MJ/m^3}$. A direct numerical minimization of the radial elastic energy, with a matrix 40 nucleus radii in extent and a free outer surface, gives $13.334\ \mathrm{MJ/m^3}$ with 400 matrix elements, $0.0014\ \mathrm{MJ/m^3}$ below the value with 200; finer meshes settle at $13.333\ \mathrm{MJ/m^3}$.

### (c) The barrier

Forming a nucleus of radius $r$ costs interface energy and elastic energy and releases the driving force:
$$W(r)=4\pi r^2\gamma-\frac{4\pi}3r^3G,\qquad G=g-g_s .$$
Strain enters as a reduction of the driving force because both terms scale with volume. Setting the derivative to zero,
$$W'(r)=8\pi r\gamma-4\pi r^2G=0\quad\Rightarrow\quad r^*=\frac{2\gamma}{G}.$$
The second derivative there is $8\pi\gamma-8\pi r^*G=-8\pi\gamma<0$, so this is a maximum. Its height is
$$W^*=4\pi\gamma\frac{4\gamma^2}{G^2}-\frac{4\pi}{3}\frac{8\gamma^3}{G^3}G
=\frac{16\pi\gamma^3}{G^2}\left(1-\frac23\right)=\frac{16\pi\gamma^3}{3G^2}.$$

Let $W_0$ be the barrier for $g_s=0$ and $W_1$ the barrier with strain, at the same $g$ and $\gamma$. Then
$$\frac{W_1}{W_0}=\left(\frac{g}{g-g_s}\right)^2=\frac1{(1-x)^2},\qquad x=\frac{g_s}{g}.$$
The interface energy cancels, so the relative rise can be found without knowing it. For small $x$ the ratio is $1+2x+3x^2+\dots$; the leading 2 comes from the inverse square of the driving force.

A finite barrier with a growing nucleus beyond it requires $g>g_s$. If $g\le g_s$, then $W(r)$ rises for every $r$, and a bonded nucleus cannot lower its energy by growing. As $g$ approaches $g_s$ from above, the critical radius and the barrier diverge. At $g=2g_s$ the barrier is four times its unstrained value. Strain therefore matters most at weak driving force, provided that the matrix still behaves elastically there.

### (d) The percentage

The elastic energy is
$$g_s=2(10^{10}\ \mathrm{Pa})(0.02)^2\,\frac{1.25}{0.75}=1.333\times10^7\ \mathrm{J/m^3},$$
since $1\ \mathrm{Pa}=1\ \mathrm{J/m^3}$. Thus
$$x=\frac{1.333\times10^7}{3\times10^8}=0.0444,\qquad
\frac{W_1}{W_0}=\frac1{(0.9556)^2}=1.095 .$$
Strain raises the barrier by 9.5 percent, or about 10 percent. The first-order estimate $2x$ gives 8.9 percent, and the term $3x^2$ supplies most of the difference.

The meaning of "2 percent" matters. If it is the strain of the embedded nucleus, then $|c|=0.02$, and part (a) gives the stress-free misfit
$$|e|=\frac{3(1-\nu)}{1+\nu}|c|=1.8\times0.02=0.036 .$$
The elastic energy is larger by $1.8^2=3.24$, so $x=0.144$ and the barrier rises by 36.5 percent. In this case the shear strain of the matrix at the interface is $3|c|=6$ percent, where a glass is likely to yield (part (f)). The 36.5 percent is therefore a linear-elastic figure, and yielding would lower it. The answer of about 10 percent belongs to the stress-free misfit.

The reference volume has a smaller effect. With $e=-0.02$, the free crystal occupies $(0.98)^3=0.941$ of the parent volume. If the quoted driving force were per volume of free crystal, its value per parent volume would be $0.941g$. The rise would then be 10.2 percent, with $g_s$ held at its linear-elastic value.

### (e) A phase-change material at 400 K

Without strain,
$$r_0^*=\frac{2(0.075\ \mathrm{J/m^2})}{3\times10^8\ \mathrm{J/m^3}}=0.50\ \mathrm{nm},\qquad
W_0=\frac{16\pi(0.075)^3}{3(3\times10^8)^2}\ \mathrm J=7.85\times10^{-20}\ \mathrm J=0.490\ \mathrm{eV}.$$
With strain, the radius is divided by 0.9556 and the barrier by its square:
$$r_1^*=0.523\ \mathrm{nm},\qquad W_1=0.537\ \mathrm{eV}.$$
The increase is $0.0467$ eV. Locating the maximum of $W(r)$ numerically, with the elastic energy from the minimization described in (b), also gives a rise of 9.52 percent.

At 400 K, $k_BT=0.0345$ eV. If the kinetic prefactor is held fixed, the nucleation rate changes by
$$\exp\left(-\frac{W_1-W_0}{k_BT}\right)=\exp\left(-\frac{0.0467}{0.03447}\right)=0.26 .$$
A rise of less than 10 percent thus slows nucleation by a factor of about four, because the barrier is about 14 times $k_BT$. Unlike the relative rise, this factor depends strongly on $\gamma$: the added energy is $W_0$ times the relative rise, and $W_0\propto\gamma^3$.

### (f) Elastic assumptions and the real cell

**A stiffer crystal.** If both elastic moduli of the nucleus are doubled at fixed $\nu$, then $K_n=33.3$ GPa. The general formula of (b) gives
$$g_s=\frac{18(33.3)(10)(0.02)^2}{3(33.3)+4(10)}\ \mathrm{GPa}=17.1\ \mathrm{MJ/m^3},$$
and the barrier rises by 12.5 percent. The rigid limit is $g_s=6\mu e^2=24\ \mathrm{MJ/m^3}$, with a rise of 18.1 percent. Within this elastic model, no stiffening of the crystal alone can exceed that value at the given $\mu$, $e$ and $g$.

**Viscous flow.** A glass supports shear stress for roughly its Maxwell time $\tau=\eta/\mu$, where $\eta$ is the viscosity. At $\eta=10^{12}$ Pa s, the conventional value at the glass transition,
$$\tau=\frac{10^{12}\ \mathrm{Pa\,s}}{10^{10}\ \mathrm{Pa}}=100\ \mathrm s .$$
The time to compare with $\tau$ is the time in which one nucleus passes through the critical size, not the time for which data are stored. If the passage is much shorter than $\tau$, the elastic result applies. If it is much longer, the shear stress relaxes, $g_s$ tends to zero and so does the strain penalty. For a heating pulse of 100 ns, $\tau$ equals the pulse length at $\eta=\mu\times100\ \mathrm{ns}=1000$ Pa s. The pulse length is only an upper limit on the passage time of a nucleus that forms during the pulse. At much higher viscosity the stress therefore cannot relax by viscous flow during the passage, and the elastic result applies, provided the glass has a single relaxation time, a viscosity independent of stress, and does not yield. At lower viscosity the passage time itself must be known and compared with $\tau$.

**Yielding.** At the surface of the nucleus the radial and tangential matrix strains are $-2c$ and $c$. Their difference gives a shear strain of $3|c|=3.3$ percent and a maximum shear stress of $3\mu|c|=0.33$ GPa. Glasses that deform plastically do so at shear strains of roughly a few percent, so the matrix next to the nucleus may be near its limit. Linear elasticity is then an estimate there.

**The real cell.** Alloys of germanium, antimony and tellurium used in phase-change memory become denser on crystallization by roughly 6 percent in volume, which corresponds to $e\approx-0.02$. A shear modulus near 10 GPa is a reasonable rough value for the glass. The driving force and interface energy are plausible in order of magnitude but much less certain, and 400 K is a demanding retention temperature, roughly in the region of the glass transition. Real cells need not satisfy the assumptions of a purely elastic matrix and of equal elastic constants in the two phases: full relaxation of the shear stress, in a matrix much larger than the nucleus, would move the rise from 9.5 percent to zero, while a crystal twice as stiff would move it to 12.5 percent. The uncertainty of the driving force weighs more than the stiffness: at $g=1.5\times10^8\ \mathrm{J/m^3}$, half the value used, the rise would be about 20 percent. Nucleation at electrodes or other walls, and the confinement of a small cell, lie outside this calculation. The 9.5 percent is a property of the model, not a measured change of barrier.

### (g) Interface assumptions

**Interface area.** The barrier was written with the area $4\pi r^2$ of the original parent region. The embedded surface has strain $c$, so its area differs by about $2|c|=2.2$ percent. Since $W^*\propto\gamma^3$, a uniform change of interface energy by this fraction shifts the barrier by $+6.8$ or $-6.5$ percent. This is comparable with the strain effect.

The sign depends on the comparison. For a denser crystal, the embedded surface is smaller than that of the original region. It is larger than the surface of the freely contracted crystal, because $|c|<|e|$. A calculation that aims at percent accuracy must therefore state the area to which $\gamma$ refers. Here the same area $4\pi r^2$ is used with and without strain.

**Interface stress.** Continuous radial traction also means that the interface exerts no stress of its own. If $\gamma$ were instead constant per deformed area, the interface would pull inward and the radial traction would jump by about $2\gamma/r=0.30$ GPa at $r=0.5$ nm. This is comparable with the misfit stress $4\mu|c|=0.44$ GPa. Minimizing the total energy over the nucleus strain as well, with the area $4\pi r^2(1+c)^2$, gives a barrier higher by about 2.4 percent for $e=-0.02$ and 17 percent for $e=+0.02$ than for a nucleus with $e=0$ and the same interface stress. The sign of $e$ then matters. The 9.5 percent belongs to the model without interface stress.

**Dependence on curvature.** With the given radius-dependent interface energy,
$$W(r)=\frac{4\pi\gamma r^3}{r+2\delta}-\frac{4\pi}3r^3G .$$
Differentiating the first term gives $4\pi\gamma r^2(2r+6\delta)/(r+2\delta)^2$, so the stationary point satisfies
$$G=\frac{\gamma(2r+6\delta)}{(r+2\delta)^2}.$$
For the unstrained case, $\gamma/g=0.25$ nm. With $r$ in nm,
$$(r+0.2)^2=0.25(2r+0.6)\quad\Rightarrow\quad r^2-0.1r-0.11=0,$$
whose positive root is $r^*=0.385$ nm. The barrier falls from 0.490 eV to 0.126 eV. With strain it is 0.148 eV, a rise of 17.3 percent.

The relative rise is larger for a reason that can be derived. At the maximum $\partial W/\partial r=0$, so a small change of $G$ changes the barrier by $dW^*=-V^*dG$, where $V^*=4\pi r^{*3}/3$. To first order, strain therefore raises the barrier by the fraction $(V^*g/W^*)\,x$. Using the stationary condition with $G=g$,
$$\frac{V^*g}{W^*}=\frac{g/3}{\gamma/(r^*+2\delta)-g/3}
=\frac{2r^*+6\delta}{3(r^*+2\delta)-(2r^*+6\delta)}=2+\frac{6\delta}{r^*}.$$
For $\delta=0$ this is the factor 2 of part (c). Here it is $2+0.6/0.385=3.56$, which gives a first-order rise of 15.8 percent; higher orders bring it to 17.3 percent.

The energy added by strain is nevertheless smaller, 0.022 eV instead of 0.047 eV, because the critical nucleus has less volume. The thermal factor at 400 K becomes about 0.5 instead of 0.26. The barrier is then only about $4k_BT$ and the nucleus holds fewer than ten atoms, so the classical rate expression is marginal and this factor is only indicative. A larger percentage rise does not by itself mean a stronger suppression of the rate.

**The number of atoms.** At a rough density of 33 atoms per $\mathrm{nm^3}$, the strained critical nucleus of part (e) contains about 20 atoms. A sharp interface and a uniform interior are crude descriptions at this size. The result of about 10 percent holds for the stated continuum model with constant $\gamma$; the change found with $\delta=0.1$ nm shows how sensitive both the barrier and its relative rise are to the interface description. Most of the computed values are collected in the numerical output.

## Values computed for the example and the checks

```
shear modulus                         10.0 GPa
Poisson ratio                         0.25
stress-free linear misfit             -2.0 %
stress-free volume change             -5.88 %
driving force                         300 MJ/m3
interface energy (rough)              0.075 J/m2
temperature                           400 K
bulk modulus                          16.67 GPa
strain c of embedded nucleus          -1.111 %
elastic energy inside nucleus         5.926 MJ/m3
elastic energy in matrix              7.407 MJ/m3
total g_s, formula                    13.333 MJ/m3
total g_s, finite elements            13.334 MJ/m3
shift on mesh doubling                -0.00142 MJ/m3
ratio g_s/g                           0.04444
critical radius without strain        0.5000 nm
critical radius with strain           0.5233 nm
barrier without strain                0.4902 eV
barrier with strain                   0.5369 eV
barrier increase                      0.0467 eV
barrier rise, formula                 9.52 %
barrier rise, numerical maximum       9.52 %
first-order rise 2 g_s/g              8.89 %
thermal energy kT                     0.03447 eV
thermal factor exp(-increase/kT)      0.258
Convention and neglected effects:
rise if 2 % is the in-place strain    36.5 %
rise if g is per crystal volume       10.16 %
g_s, crystal twice as stiff           17.14 MJ/m3
rise, crystal twice as stiff          12.5 %
rise, rigid crystal                   18.1 %
viscosity at glass transition         1e+12 Pa s
Maxwell time at that viscosity        100 s
pulse length                          100 ns
viscosity with Maxwell time = pulse   1000 Pa s
matrix shear strain at interface      3.33 %
matrix shear stress at interface      0.333 GPa
interface area change 2|c|            2.22 %
barrier shift if area grows so        6.8 %
barrier shift if area shrinks so      -6.5 %
assumed curvature length              0.10 nm
unstrained barrier with curvature     0.126 eV
strained barrier with curvature       0.148 eV
rise with curvature                   17.3 %
atom density (rough)                  33 per nm3
atoms in strained critical nucleus    20
```
